# Equilibrium vacancies: concentration law, supercell formation energy and length expansion

Take one atom out of a model crystal of 108 atoms, holding the others in place, and the energy rises by 3.976 eV. If this is used as the energy of forming a vacancy, the predicted vacancy concentration at 1200 K is too small by a factor of about $4\times10^{12}$, compared with the value from the correctly counted energy of the same unrelaxed cell, 0.977 eV. The removed atom has not left the specimen: it has joined the surface, and 2.999 eV comes back. A different trap waits in the measurement. A heated crystal gets longer mainly because its atoms move apart, so its length alone does not reveal how many sites are empty. Both problems are solved by keeping account of atoms and sites separately.

## Setting and statement

A crystal of one element, at fixed temperature $T$ and pressure $p$, has $N$ atoms and $n$ vacancies. It therefore has $N+n$ lattice sites, and the vacancy fraction is

$$c=\frac{n}{N+n},\qquad 1-c=\frac{N}{N+n},\qquad \frac{c}{1-c}=\frac nN .$$

Let $g_0$ be the Gibbs free energy per atom of the perfect crystal. Let $G_f$ be the free energy of making one vacancy at a given site, the removed atom being added to perfect crystal. $G_f$ includes relaxation and the change in vibrations, but not the entropy of choosing the site. Boltzmann's constant is $k$.

The assumptions are:

1. Vacancies do not interact, apart from the rule that a site can be emptied once.
2. $N$ and $n$ are large, and surface terms are negligible in the free energy of the specimen.
3. Surfaces or other sources let $n$ reach equilibrium.

**Theorem.**

(a) If the number of atoms is conserved, and $G_f>0$,

$$c=e^{-G_f/kT}. \tag{1}$$

(b) If the number of sites is fixed and atoms are exchanged with a reservoir of chemical potential $\mu$,

$$\frac{c}{1-c}=e^{-G^*/kT},\qquad G^*=G_f+\mu-g_0. \tag{2}$$

When $\mu$ is that of the crystal in (a), the two laws give the same $c$.

(c) For a periodic supercell with $N_s$ sites, let $E(N_s)$ be the energy of the perfect cell and $E_v(N_s-1)$ that of the cell with one vacancy. The formation energy is

$$E_f=E_v(N_s-1)-\frac{N_s-1}{N_s}E(N_s). \tag{3}$$

(d) For a cubic crystal that expands equally in all directions from a vacancy-free reference with length $L_0$ and lattice parameter $a_0$,

$$c=1-\left(\frac{1+\Delta a/a_0}{1+\Delta L/L_0}\right)^3\approx 3\left(\frac{\Delta L}{L_0}-\frac{\Delta a}{a_0}\right). \tag{4}$$

The last form, for small strains and small $c$, is the Simmons–Balluffi relation.

The form $c/(1-c)=e^{-G_f/kT}$, with the same $G_f$ as in (1), is thus a dilute approximation for a crystal that conserves its atoms. It becomes exact within the model when $G_f$ is replaced by $G^*$.

## Lemma 1: the minimum with atoms conserved

The $n$ empty sites can be chosen among $N+n$ sites in $W=(N+n)!/(N!\,n!)$ ways. The free energy is

$$G(n)=Ng_0+nG_f-kT\ln W .$$

For large $m$, Stirling's formula gives $\ln m!\approx m\ln m-m$. The linear terms cancel, because $-(N+n)+N+n=0$, and

$$\ln W=(N+n)\ln(N+n)-N\ln N-n\ln n. \tag{5}$$

Differentiating at fixed $N$,

$$\frac{\partial\ln W}{\partial n}=\ln(N+n)+1-\ln n-1=\ln\frac{N+n}{n}.$$

At equilibrium $\partial G/\partial n=0$, so

$$G_f=kT\ln\frac{N+n}{n}=-kT\ln c ,$$

which is (1). The second derivative is

$$\frac{\partial^2G}{\partial n^2}=kT\left(\frac1n-\frac1{N+n}\right)=\frac{kT\,N}{n(N+n)}>0,$$

so this is a minimum. $\square$

The denominator $N+n$ appears because each new vacancy also creates a new site. In a large enough crystal at $T>0$, the first few vacancies lower the free energy: as $n/N\to0$ the entropy gain $kT\ln[(N+n)/n]$ per vacancy grows without limit, while the cost stays at $G_f$. If $G_f\le0$, no finite $n$ satisfies the condition, and the model no longer describes a stable crystal.

## Lemma 2: the chemical potential of the atoms

Since $N+n$ multiplies the first logarithm in (5), that term can be shared between the other two:

$$\ln W=-N\ln\frac{N}{N+n}-n\ln\frac{n}{N+n}=-N\ln(1-c)-n\ln c .$$

At equilibrium $nG_f=-nkT\ln c$. Therefore

$$G=Ng_0-nkT\ln c+kT\left[N\ln(1-c)+n\ln c\right]=N\left[g_0+kT\ln(1-c)\right].$$

By (1), $c$ does not depend on $N$, so the derivative with respect to $N$ is

$$\mu=g_0+kT\ln(1-c). \tag{6}$$

$\square$

The logarithm is negative: equilibrium vacancies lower the chemical potential below that of the perfect crystal.

## Lemma 3: fixed sites and an atom reservoir

Now let the crystal have $M$ sites, $n$ of them empty. Apart from the entropy of arrangement, the crystal has free energy $(M-n)g_0+nG_f$. The $n$ atoms sent to the reservoir add $n\mu$. The sum is

$$Mg_0+n(G_f-g_0+\mu)=Mg_0+nG^* .$$

Each site is independently filled, with statistical weight 1, or empty, with weight $y=e^{-G^*/kT}$. Hence

$$c=\frac{y}{1+y},\qquad 1-c=\frac1{1+y},\qquad\frac c{1-c}=y,$$

which is (2). If the reservoir is the equilibrated crystal itself, (6) gives $G^*=G_f+kT\ln(1-c)$, so

$$\frac c{1-c}=e^{-G_f/kT}\,e^{-\ln(1-c)}=\frac{e^{-G_f/kT}}{1-c}.$$

Multiplication by $1-c$ returns (1). $\square$

The difference is easiest to see at an unrealistically large concentration. For $e^{-G_f/kT}=0.1$, an explicit sum over vacancy numbers with atoms conserved gives $c=0.1000$ and $(\mu-g_0)/kT=-0.1054$, which is $\ln0.9$. An enumeration of filled and empty sites gives $c=0.0909$ for a reservoir at $g_0$, and $0.1000$ for a reservoir at the actual $\mu$.

In general, let $x=e^{-G_f/kT}$. Putting $G_f$ into the odds form gives $x/(1+x)$ instead of $x$. Relative to the correct value, the error is $x/(1+x)\approx c$, which is negligible for dilute vacancies.

## From free energy to a static energy

Write $G_f=H_f-TS_f$, with $H_f$ the formation enthalpy and $S_f$ the formation entropy without the entropy of arrangement. Then

$$c=e^{S_f/k}\,e^{-H_f/kT}.$$

At zero pressure there is no $pV$ term. In the classical harmonic approximation each vibrational mode holds energy $kT$. A crystal with $N$ atoms has $3N$ modes, apart from a few rigid motions, whether or not it has vacancies. The vibrational energy therefore cancels, and $H_f$ equals the difference $E_f$ of static energies. Anharmonic and quantum vibrations can spoil this equality. Thermal expansion is itself an anharmonic effect, so in a crystal that has expanded appreciably $H_f$ need not equal the static $E_f$ computed at $a_0$.

## Lemma 4: the supercell reference

The perfect cell consists of $N_s$ equivalent atoms, so its energy per atom is $e_0=E(N_s)/N_s$. Removing one atom costs $E_v(N_s-1)-E(N_s)$. The atom must then be placed on the surface of the specimen.

Adding a complete atomic layer to a thick crystal reproduces the same surface one layer higher. The surface energy is unchanged, and the crystal has gained one layer of bulk material. Surface growth therefore costs $e_0$ per atom, and

$$E_f=E_v(N_s-1)-E(N_s)+\frac{E(N_s)}{N_s}
=E_v(N_s-1)-\frac{N_s-1}{N_s}E(N_s).$$

$\square$

The model crystal is taken in the fcc structure. For the parameters below this is a local energy minimum, about 1 meV per atom above hcp; the counting arguments do not depend on that ordering. The energy is

$$E=\sum_i\left[\sum_{j\ne i}A e^{-p_r(r_{ij}/r_0-1)}s(r_{ij})-\sqrt{\sum_{j\ne i}\xi^2e^{-2q(r_{ij}/r_0-1)}s(r_{ij})}\,\right],$$

where $r_{ij}$ is the distance between atoms $i$ and $j$. The chosen parameters are $A=0.1$ eV, $\xi=1.2$ eV, $p_r=10$, $q=2.5$ and $r_0=2.5$ Å. The factor $s(r)=[1-(r/r_c)^6]^2$ ends the interaction smoothly at $r_c=4.6$ Å, and $s=0$ beyond. The parameters represent no particular material.

At zero pressure $a_0=3.541$ Å and $e_0=-2.999$ eV. For 108 sites, before the atoms relax,

$$E_f=-319.875-(-320.852)=0.977\ \text{eV}.$$

The removal energy gives the same result: $3.976-2.999=0.977$ eV. An independent test uses slabs with free surfaces. A vacancy is made inside one slab, and the removed atom's share of a newly grown layer is added. This balance contains no bulk reference energy, and it also gives 0.977 eV.

**Remark on relaxation and cell volume.** Atoms around the vacancy relax, and at zero pressure the cell changes its volume by the relaxation volume $V_{\rm rel}$. Let $V$ be the volume of the perfect cell and $B=V\,d^2E/dV^2$ its bulk modulus. Holding the vacancy cell at $V$ keeps it a distance $V_{\rm rel}$ from its energy minimum. To leading order, with the perfect crystal's $B$, the excess energy is

$$\Delta E=\frac12\frac{d^2E}{dV^2}V_{\rm rel}^2=\frac{B V_{\rm rel}^2}{2V}. \tag{7}$$

Since $V$ is proportional to $N_s$ and $V_{\rm rel}$ tends to a constant, the excess falls as $1/N_s$.

Here the volume per site is 11.10 Å$^3$ and $B=137.1$ GPa. For 108 sites, $|V_{\rm rel}|=0.2547\times11.10=2.827$ Å$^3$ and $V=1199$ Å$^3$. Thus

$$\Delta E=137.1\times10^9\ \text{Pa}\times\frac{(2.827)^2}{2\times1199}\times10^{-30}\ \text{m}^3
=4.57\times10^{-22}\ \text{J}=2.85\ \text{meV}.$$

The relaxed energies themselves differ by 2.80 meV. For 500 sites the two values are both 0.61 meV.

| Sites | $E_f$, fixed volume (eV) | $E_f$, zero pressure (eV) |
|---:|---:|---:|
| 108 | 0.9625 | 0.9597 |
| 256 | 0.9613 | 0.9601 |
| 500 | 0.9609 | 0.9603 |

The zero-pressure values still drift upward by 0.6 meV, and the drift continues: extrapolation in $1/N_s$ gives about 0.9604 eV, some 0.2 meV above the 500-site value, which would lower $c$ at 1200 K by about 0.15 %. Equation (7) does not describe this remaining dependence on cell size.

## Lemma 5: two lengths count the sites

Let a cubic unit cell contain $\nu$ sites; for fcc, $\nu=4$. The lattice parameter $a$ is the average one obtained from the positions of Bragg peaks, so the volume per site is $a^3/\nu$. The reference specimen has $N$ sites, all filled. After vacancies form, the same $N$ atoms occupy a crystal with $N+n$ sites:

$$V_0=N\frac{a_0^3}{\nu},\qquad V=(N+n)\frac{a^3}{\nu}.$$

Here $V_0$ and $V$ are specimen volumes. Write $\varepsilon_L=\Delta L/L_0$ and $\varepsilon_a=\Delta a/a_0$. Equal expansion in all directions means $V/V_0=(1+\varepsilon_L)^3$. Also $(N+n)/N=1/(1-c)$. Division gives

$$(1+\varepsilon_L)^3=\frac{(1+\varepsilon_a)^3}{1-c}. \tag{8}$$

Solving for $c$ gives the first form of (4). To first order,

$$c\approx1-(1+3\varepsilon_a)(1-3\varepsilon_L)\approx3(\varepsilon_L-\varepsilon_a),$$

which is the second form. $\square$

Thermal expansion and relaxation around vacancies change the average spacing, and so enter $L$ and $a$ alike. The added sites change $L$ but not $a$. The difference therefore counts sites, without any knowledge of $V_{\rm rel}$.

**Remark on the linear formula.** The cube root of (8) is $1+\varepsilon_L=(1+\varepsilon_a)(1-c)^{-1/3}$. Subtract $1+\varepsilon_a$, multiply by 3, and use $(1-c)^{-1/3}=1+c/3+2c^2/9+\dots$:

$$3(\varepsilon_L-\varepsilon_a)=c\,(1+\varepsilon_a)\left(1+\tfrac23c+\dots\right). \tag{9}$$

When $c\ll|\varepsilon_a|$, the relative error of the linear formula is close to $\varepsilon_a$.

**A check with a known answer.** The relaxed 108-site cell has one vacancy, so $c=1/108=0.009259$. Its volume per atom, compared with the perfect crystal, gives $\varepsilon_L=2.316\times10^{-3}$. The Bragg peak computed from its atomic positions gives $\varepsilon_a=-7.86\times10^{-4}$. The lattice parameter shrinks while the specimen grows. The exact relation returns $c=0.009258$. The linear one gives

$$3\,(2.316+0.786)\times10^{-3}=0.00931,$$

which is 0.5 % too large, as (9) predicts. The agreement of the exact relation is built into this example. The cell, of edge $\ell$, is repeated periodically, so the peak sits at $a=\ell/3$ up to the finite peak width, whatever the relaxation. Then $(1+\varepsilon_a)^3=\ell^3/(27a_0^3)$ and $(1+\varepsilon_L)^3=\ell^3/(107a_0^3/4)$, and their ratio is $107/108$. The check confirms the site counting and the size of the error of the linear form; it does not test that the peaks of a random arrangement of vacancies give the average volume per site.

**Where the relation changes.** If there are also $n_i$ interstitial atoms, the number of sites is $M=N+n-n_i$. The same volume argument then gives $1-N/M=(n-n_i)/M$: the measurement yields vacancies minus interstitials. If the specimen expands unequally along its three axes, $(1+\varepsilon_L)^3$ must be replaced by the product of the three length ratios. Voids that form or grow after the reference length is taken enlarge the specimen too, and their added volume would be counted as vacant sites; a void already present in the reference that only expands with the crystal lowers the inferred $c$ by a relative amount close to its volume fraction, which is negligible for small porosity. If such a void acts as a vacancy source, the displaced atoms fill it instead of adding to the outer dimensions, and those vacancies are not seen in $L$. Bound pairs of vacancies still count as two empty sites in (4), but they violate the assumption behind (1).

## Worked example

Take $E_f=0.9603$ eV from the 500-site cell at zero pressure and choose the round value $S_f=2k$, which is not calculated from the model. Both are held constant with temperature, so the concentrations below illustrate the formula and are not predictions for the model crystal, whose $H_f$ and $S_f$ change as it expands. At 1200 K, $kT=0.10341$ eV, and

$$c=\exp\left(2-\frac{0.9603}{0.10341}\right)=e^{-7.286}=6.85\times10^{-4}.$$

The same formula gives $1.07\times10^{-4}$ at 1000 K and $6.6\times10^{-6}$ at 800 K. At 1200 K, using $G_f$ in the odds form would lower $c$ by 0.07 % of its value. This is smaller than the effect of the interactions excluded by assumption 1: in the model crystal two nearest-neighbour vacancies are bound by about 0.12 eV, and this static binding alone would raise $c$ at 1200 K by about 2 % of its value.

Now suppose that the lattice parameter has grown by 2 % at 1200 K, a chosen round value. Equation (8) gives

$$\varepsilon_L=1.02\,(1-6.85\times10^{-4})^{-1/3}-1=0.020233.$$

The two expansions differ by only $2.33\times10^{-4}$. The linear relation yields $c=3\times2.33\times10^{-4}=6.99\times10^{-4}$, which is 2.0 % above the true value, in agreement with (9). An error of $10^{-5}$ in the difference of the strains shifts $c$ by $3\times10^{-5}$, or about 4 % of its value here. Both expansions must therefore be measured at the same temperature and with strain errors well below $10^{-4}$.

The numerical check covers the counting laws, the slab balance, the volume correction and the recovery of the known vacancy fraction.

## Computed values

```
Statistics test, exp(-Gf/kT): 0.1000
  c, atoms conserved: 0.10000
  (mu-g0)/kT, atoms conserved: -0.10536
  c, reservoir at g0: 0.09091
  c, reservoir at actual mu: 0.10000
Potential: A = 0.1 eV, xi = 1.2 eV, p = 10.0, q = 2.5
  r0 = 2.5 angstrom, cutoff = 4.6 angstrom
Lattice parameter a0: 3.54110 angstrom
Volume per site: 11.1008 angstrom^3
Energy per atom: -2.99861 eV
Bulk modulus: 137.1 GPa
E(108 atoms), perfect: -323.85035 eV
E(107 atoms), unrelaxed: -319.87468 eV
(107/108)*E(108 atoms): -320.85173 eV
Removal energy E(107)-E(108): 3.97567 eV
Unrelaxed Ef from slab balance: 0.97706 eV
Energy per atom of added slab layer: -2.99861 eV
Cell with 108 sites:
  Ef unrelaxed: 0.97706 eV
  Ef relaxed, fixed volume: 0.96248 eV
  Ef relaxed, zero pressure: 0.95968 eV
  relaxation volume: -0.2547 site volumes
  fixed-volume excess: 2.798 meV
  B*Vrel^2/(2V): 2.853 meV
Cell with 256 sites:
  Ef unrelaxed: 0.97706 eV
  Ef relaxed, fixed volume: 0.96132 eV
  Ef relaxed, zero pressure: 0.96013 eV
  relaxation volume: -0.2540 site volumes
  fixed-volume excess: 1.187 meV
  B*Vrel^2/(2V): 1.197 meV
Cell with 500 sites:
  Ef unrelaxed: 0.97706 eV
  Ef relaxed, fixed volume: 0.96089 eV
  Ef relaxed, zero pressure: 0.96028 eV
  relaxation volume: -0.2537 site volumes
  fixed-volume excess: 0.609 meV
  B*Vrel^2/(2V): 0.611 meV
108-site cell, dL/L0 from density: 2.316402e-03
  da/a0 from Bragg peak: -7.861923e-04
  c counted: 0.009259
  c from exact length relation: 0.009258
  c from linear length relation: 0.009308
Chosen formation entropy: 2.0 k
T = 800 K: kT = 0.068939 eV, c = 6.5930e-06
T = 1000 K: kT = 0.086173 eV, c = 1.0690e-04
T = 1200 K: kT = 0.103408 eV, c = 6.8483e-04
1200 K, c if Gf is put in odds law: 6.8436e-04
  relative difference of the two: 6.844e-04
1200 K, chosen da/a0: 0.0200
  dL/L0: 0.0202329
  dL/L0 - da/a0: 2.3295e-04
  c from linear relation: 6.9885e-04
  linear c / true c: 1.02047
```
